Knudsen Diffusion in a Circular Tube with Partly Specular Walls

**Q.** A dilute vapour moves through a long narrow hole, and its molecules meet the wall far more often than each other. Suppose some wall collisions are mirror-like. A mirror reflection leaves the axial velocity alone, so I expect faster diffusion. But can one number, the diffuse fraction, really fix how much faster?

**A.** It can for a definite model. Take an infinitely long, straight tube of circular section and radius R, with gas and wall at the same temperature. Molecules collide with the wall alone. At each collision a molecule is re-emitted diffusely with probability α, where 0 < α ≤ 1, and is reflected specularly with probability 1 − α. The choice does not depend on speed, angle or earlier collisions.

Diffuse emission means that the molecule forgets its incoming velocity. It leaves with the flux distribution of a thermal gas: directions follow the cosine law about the wall normal, and speeds v have weight v³ exp(−mv²/2kT). I use atomic units in the algebra, with kT an energy and m the molecular mass. The diffusivity D is defined by the spreading along the axis z at long times,

⟨z²⟩ = 2Dt.

**Q.** Wall collisions do not come at regular intervals. How do you get D from them without assuming a random walk with a fixed time step?

**A.** Divide the motion into periods, each running from one diffuse emission to the next. Let Z be the axial displacement in a period and T its duration. After every diffuse emission, velocities +v_z and −v_z are equally likely, whatever happened before. Changing the sign of v_z changes the sign of Z but not T. The signs of successive Z are therefore independent fair coins, even when all durations are known, and the cross terms vanish:

⟨(Z₁ + Z₂ + … + Z_M)²⟩ = ⟨Z₁² + Z₂² + … + Z_M²⟩.

In a long time t the number of completed periods approaches t/⟨T⟩. The unfinished last period adds one term to a sum of many. When ⟨Z²⟩ is finite, the largest term of such a sum is negligible beside the whole, so

⟨z²⟩ = (t/⟨T⟩)⟨Z²⟩,  D = ⟨Z²⟩/(2⟨T⟩).

That ⟨Z²⟩ is finite will follow from its calculation.

**Q.** A period may contain many specular reflections. Surely the path between them becomes complicated?

**A.** Not in a circle. Project the motion on the cross-section. A molecule leaves the wall with transverse speed w at an angle ψ to the inward radius. It travels along a chord of length 2R cos ψ. The chord and the two radii to its ends form an isosceles triangle, so the molecule meets the wall at the same angle ψ to the radius there. The mirror reflection keeps ψ, w and v_z, and the next chord has the same length.

Call the path between successive wall collisions a flight. Every flight in one period then has the same duration t_f and the same axial displacement s:

t_f = 2R cos ψ/w,  s = v_z t_f.

If the period contains N flights,

Z = Ns,  T = Nt_f.

As a numerical test, 1000 molecules were traced in three dimensions through 20 successive flights with specular reflections. The largest relative change of the axial step was 6.7 × 10⁻¹⁴, which is rounding error.

**Q.** On average there are 1/α flights in a period. So the diffusivity should grow by 1/α.

**A.** That would hold if every period had the same number of flights. The number fluctuates, and D contains its mean square. The first flight always takes place. The period ends after n flights if the first n − 1 collisions are specular and the nth is diffuse:

P(N = n) = α(1 − α)ⁿ⁻¹.

Put q = 1 − α. Differentiating the geometric series Σ qⁿ = 1/(1 − q), with n from zero, gives

Σ n qⁿ⁻¹ = 1/(1 − q)².

Multiply by q and differentiate once more:

Σ n² qⁿ⁻¹ = 1/(1 − q)² + 2q/(1 − q)³ = (1 + q)/(1 − q)³.

Multiplying both sums by α = 1 − q yields

⟨N⟩ = 1/α,  ⟨N²⟩ = (2 − α)/α².

The number N is decided by the wall, independently of s and t_f. The averages therefore factor:

D = ⟨N²⟩⟨s²⟩/(2⟨N⟩⟨t_f⟩) = [(2 − α)/α] ⟨s²⟩/(2⟨t_f⟩).

The last fraction is the diffusivity for α = 1, when every flight is its own period. Hence

D(α) = F D(1),  F = (2 − α)/α.

Your 1/α misses the variance of N. The difference is

F − 1/α = (1 − α)/α = (⟨N²⟩ − ⟨N⟩²)/⟨N⟩.

For small α this makes F approach 2/α. Near the diffuse limit, with α = 1 − ε, F = (1 + ε)/(1 − ε) ≈ 1 + 2ε. A small specular fraction ε thus raises D by about twice that fraction.

**Q.** You still need the value for a fully diffuse wall. Flights nearly parallel to the axis can be extremely long. Does the mean square even exist?

**A.** It does in this geometry. Let χ be the angle between the velocity and the axis. The component of the direction along the wall normal is sin χ cos ψ, and the element of solid angle is sin χ dχ dψ. The cosine law, normalized by 1/π, becomes

P(χ,ψ) dχ dψ = (1/π) sin²χ cos ψ dχ dψ,

with 0 < χ < π and −π/2 < ψ < π/2. The chord is the projection of the flight length ℓ, so ℓ sin χ = 2R cos ψ, and

ℓ = 2R cos ψ/sin χ,  s = ℓ cos χ = 2R cos ψ cot χ.

In ⟨s²⟩ the factor sin²χ in the weight cancels the one in the denominator of cot²χ:

⟨s²⟩ = (4R²/π) ∫cos²χ dχ ∫cos³ψ dψ.

The first integral is π/2. For the second, put u = sin ψ: the integral of 1 − u² from −1 to 1 is 4/3. Thus

⟨s²⟩ = (4R²/π)(π/2)(4/3) = 8R²/3.

The mean flight length follows in the same way:

⟨ℓ⟩ = (2R/π) ∫sin χ dχ ∫cos²ψ dψ = (2R/π)(2)(π/2) = 2R.

A quadrature over directions measured from the wall, which does not use these separated integrals, gives 2.66667 for ⟨s²⟩/R² and 2.00000 for ⟨ℓ⟩/R.

**Q.** The time also needs the speed. Should I divide 2R by the mean speed of the emitted molecules?

**A.** No. Time is ℓ/v, so you need the mean of 1/v over emitted molecules. Emission has speed weight v³ exp(−mv²/2kT), while the gas in the volume has v² exp(−mv²/2kT). Let I₂ and I₃ be the integrals of these two weights, labelled by the power of v. Then

⟨1/v⟩ = I₂/I₃,  v̄ = I₃/I₂,

where v̄ is the mean speed in the volume. The two are reciprocal. With a = m/(2kT), I₂ = √π/(4a^(3/2)) and I₃ = 1/(2a²), so

v̄ = 2/√(πa) = √(8kT/(πm)).

Speed and direction are independent at emission. Therefore

⟨t_f⟩ = ⟨ℓ⟩⟨1/v⟩ = 2R/v̄,

D(1) = (8R²/3)/(2 × 2R/v̄) = (2/3)Rv̄.

The complete result is

D(α) = (2/3) R v̄ (2 − α)/α.

**Q.** You have built in the periods and the repeated chords. Does a simulation that knows nothing about them agree?

**A.** Thermal molecules were started uniformly over the cross-section and followed in three dimensions, with a random choice at every wall collision. For each α, 25,000 molecules were used. The slope of ⟨z²⟩ was taken between the times 80/α and 160/α, in units of R/√(kT/m). Divided by 2D(1), the slopes were 2.946, 1.494 and 0.980 for α = 0.5, 0.8 and 1. The formula gives 3, 1.5 and 1.

The largest deviation is 2 percent. To judge it, treat the displacements in the two halves of the run, z₁ and d, as independent Gaussian variables of variance σ². The slope uses (z₁ + d)² − z₁² = 2z₁d + d², whose mean is σ² and whose variance is 4σ⁴ + 2σ⁴ = 6σ⁴. The relative standard error is then √(6/25,000), about 1.5 percent. This estimate is too low, because rare long flights make the displacements non-Gaussian and link the two halves; with them the error is about 2 percent. The finite observation time also cuts off the longest periods and lowers the expected slope by 0.4 to 0.9 percent. The deviations are within these limits.

**Q.** The argument leaned heavily on the circle. Would a square duct obey the same factor?

**A.** It would not. In a straight duct of another shape, v_z still survives specular reflection, but successive flights can differ in length. Write Z = s₀ + s₁ + … + s_(N−1). Flight j occurs if N > j, which has probability qʲ. A product of flights j and k needs both to occur, so

⟨Z²⟩ = Σ_j Σ_k q^max(j,k) ⟨s_j s_k⟩.

A uniform, isotropic gas in a mirror-walled duct stays uniform and isotropic. Specular reflection therefore preserves the equilibrium distribution of flights, and ⟨s_j s_k⟩ depends only on the separation |j − k|. Call it C_k for separation k. Summing over the earlier flight gives a factor 1/(1 − q) = 1/α:

⟨Z²⟩ = (1/α)[C₀ + 2 Σ qᵏ C_k],  k = 1, 2, …

Since ⟨T⟩ = ⟨t_f⟩/α,

D = [C₀ + 2 Σ qᵏ C_k]/(2⟨t_f⟩).

The Cauchy–Schwarz inequality gives C_k ≤ C₀. If C₀ is finite, the enhancement cannot exceed

1 + 2q/(1 − q) = (1 + q)/(1 − q) = (2 − α)/α.

The circle reaches this bound because all flights in a period are equal. For a square duct with α = 0.5, a simulation gives about 2.6, against 3 for the circle. The factor is thus an upper bound for such straight ducts. Equality needs all flights within a period to have the same axial step, which the circular section guarantees and the square one does not.

**Q.** Real walls may reflect grazing molecules more readily. What happens if α depends on the angle θ to the wall normal?

**A.** The single factor is lost, but the circle still helps, because θ is the same at every collision in a period. One condition must be respected. In equilibrium the diffuse part must return what it removes from each direction, so diffuse emission now has weight α(θ) cos θ, not cos θ. Let ⟨…⟩ still denote the cosine-law average and let ᾱ = ⟨α⟩. The average over actual emissions is ⟨α…⟩/ᾱ. At given θ, ⟨N²⟩ = (2 − α)/α² and ⟨N⟩ = 1/α, so

⟨Z²⟩ = ⟨s²(2 − α)/α⟩/ᾱ,  ⟨T⟩ = ⟨t_f⟩/ᾱ.

The normalization cancels:

D = ⟨s²(2 − α)/α⟩/(2⟨t_f⟩).

This requires the average in the numerator to be finite. Each direction contributes its own factor, weighted by s². A mean diffuse fraction measured over all impacts is therefore insufficient by itself. If α is constant, the earlier result returns.

**Q.** An engineer wants the flow through a hole, not the spreading of tagged molecules. How are they connected?

**A.** The molecules do not interact, so the same independent motions carry a flow when the density n varies along the tube. Far from the ends the flux per unit area is J = −D dn/dz. If the density falls linearly from n at the entrance to zero at the exit, over a length L, then J = Dn/L. The flux striking the entrance from a gas of density n is nv̄/4. The transmitted fraction is

W = (Dn/L)/(nv̄/4) = 4D/(v̄L) = (8R/3L)(2 − α)/α.

This step assumes a long tube. The densities just inside the ends differ from those assumed here. Between diffuse emissions a molecule moves an axial distance of R/α on average, but rare molecules go much further, so the tube must be many times longer than R/α. For fixed L and α tending to zero, the formula grows without limit, whereas a perfectly specular straight tube transmits every molecule that enters, so W = 1. The diffusive description must fail before that limit.

**Q.** Put in a hole from a deposition process. How large are the numbers?

**A.** Take a vapour of molecular mass 72 u at 500 K, where kT = 0.0431 eV. The hole is 100 nm wide and 5000 nm deep, the pressure is 1 Torr, and α = 0.8. The mean speed is 383.4 m/s, or 3.834 × 10⁴ cm/s, and R = 5 × 10⁻⁶ cm. For a fully diffuse wall,

D(1) = (2/3)(5 × 10⁻⁶ cm)(3.834 × 10⁴ cm/s) = 0.128 cm²/s.

The factor is (2 − 0.8)/0.8 = 1.5, and

D = 1.5 × 0.128 cm²/s = 0.192 cm²/s.

The long-tube transmission is

W = 8 × 50 nm × 1.5/(3 × 5000 nm) = 0.040.

With everything else fixed, α = 0.7 would give 0.237 cm²/s and α = 0.9 would give 0.156 cm²/s. An uncertainty of 0.1 in α therefore moves D by roughly 20 percent.

**Q.** Is a depth of 100 radii long enough?

**A.** For a rough estimate, yes. A simulation of the finite tube gives W = 0.036, which is about 0.91 of the long-tube value, with a sampling error of about 0.01 in this ratio. At a depth of 20 radii, with the same α, the ratio is about 0.75. The formula overestimates the transmission in both cases, and the relative error is smaller in the longer tube.

**Q.** At 1 Torr, do the molecules really ignore each other?

**A.** Treat them as hard spheres of diameter d = 0.6 nm. The mean free path is kT/(√2 πd²p), about 32,000 nm. The mean path between diffuse events is 2R/α = 100 nm/0.8 = 125 nm, or 0.4 percent of it. Gas collisions are thus rare on the scale of a typical period. This ratio measures their rarity, not the change in D, to which long periods contribute more strongly. If every gas collision erased the velocity, the spreading diffusivity would fall by a little over 1 percent.

The finite molecular size also matters slightly. The centre moves in a tube of radius R − d/2, and D is proportional to that radius. The relative reduction is d/(2R) = 0.6/100, or 0.6 percent.

**Q.** Molecules can stick briefly before being emitted. Does that spoil the diffusivity?

**A.** It slows spreading but leaves the steady flow unchanged, provided that adsorbed molecules do not move along the wall and coverage is low. Suppose each diffuse collision adds a mean dwell time t_d. The displacement in a period is unchanged, while

⟨T⟩ = ⟨t_f⟩/α + t_d = (⟨t_f⟩/α)(1 + αt_d/⟨t_f⟩).

Spreading is slower by the last bracket. For an assumed binding energy of 0.3 eV and attempt time of 10⁻¹³ s, t_d = 10⁻¹³ s × exp(0.3/0.0431), about 0.106 ns. The mean flight time is 100 nm/(383.4 m/s) = 0.261 ns. The slowing is

1 + 0.8 × 0.106/0.261 = 1.32.

A simulation with the dwell included gives 1.29, a ratio of two sampled slopes with an error of about 3 percent. The effective diffusivity for spreading falls from 0.192 to about 0.145 cm²/s. In steady flow, arrivals at and departures from the wall balance, so the delay does not alter the transmitted fraction.

**Q.** Which assumption would worry you most in an actual deposition step?

**A.** The absence of reaction. The mass and temperature are in the regime of trimethylaluminium used to deposit aluminium oxide, and the hole and pressure are plausible round values for such a process. The value α = 0.8 is a choice, not a measured property of that vapour on oxide; a rough wall may be closer to fully diffuse, for which D is 0.128 cm²/s. A real precursor is meant to react with the wall, and this breaks the model while the surface is unsaturated.

Even a loss probability of 0.001 at every wall collision, with all other settings fixed, lowers the simulated transmission from 0.0363 to 0.0164, a relative reduction of 55 percent. The loss is large because transmitted molecules strike the wall many times. If a molecule makes n collisions, it survives with probability 0.999ⁿ. This is a convex function of n, so its average is at least its value at the mean n. The surviving fraction is 0.0164/0.0363 = 0.452, and hence

mean n ≥ ln(0.452)/ln(0.999) ≈ 790

among the molecules that would pass without reaction. The transmission of 0.036 therefore describes a hole whose wall has stopped reacting and whose far end is open, with no gas returning from it. If the hole is closed at the bottom, the same number is the fraction of entering molecules that reach the bottom before they leave through the entrance. During the filling of fresh reactive sites, the loss must be included along with diffusion. The numerical output lists the values used here.

Calculated quantities

```
TESTS (tube radius R = 1)
mean flight length / R, quadrature: 2.00000
mean square axial step / R^2, quadrature: 2.66667
largest relative change of specular axial step: 6.7e-14
alpha 0.5: factor formula 3.000, simulated spreading 2.946
alpha 0.8: factor formula 1.500, simulated spreading 1.494
alpha 1.0: factor formula 1.000, simulated spreading 0.980
square duct, alpha 0.5: factor 2.608, circular value 3.000
EXAMPLE INPUTS
diffuse fraction alpha: 0.8
molecular mass: 72 u
temperature: 500 K
thermal energy kT: 0.0431 eV
hole diameter: 100 nm
hole depth: 5000 nm
gas pressure: 1.0 Torr
EXAMPLE RESULTS
mean speed: 383.4 m/s
mean flight time: 0.2608 ns
diffusivity, fully diffuse wall: 0.1278 cm2/s
factor (2 - alpha)/alpha: 1.500
diffusivity, mixed wall: 0.1917 cm2/s
diffusivity if alpha were 0.7: 0.2374 cm2/s
diffusivity if alpha were 0.9: 0.1562 cm2/s
transmission, long-tube formula: 0.0400
NEGLECTED EFFECTS
transmission, finite tube simulated: 0.0363
simulated / long-tube formula, depth/R 100: 0.907
simulated / long-tube formula, depth/R 20: 0.747
molecular diameter assumed: 0.6 nm
mean free path in the gas: 32373 nm
mean path between diffuse events: 125 nm
that path / mean free path: 0.39 %
loss of D from molecular size: 0.60 %
reaction probability per collision assumed: 0.001
transmission with reaction, simulated: 0.0164
binding energy assumed: 0.3 eV
attempt time assumed: 1e-13 s
dwell time per diffuse collision: 0.1056 ns
slowing of spreading by dwell, formula: 1.324
slowing by dwell, simulated: 1.293
```
